# Why a small-offset oxide can help metal contacts to n-type germanium

**Q:** I put a thin insulator between a metal and n-type germanium, and the contact resistance falls. Why does adding an insulator not simply add resistance?

**A:** It does add resistance, because electrons must tunnel through it. It can also remove a larger resistance that was there before.

In germanium the neutrality level of the interface states lies close to the valence edge. These states are neutral when filled up to that level. If they are dense, they hold the Fermi level near it, and the electron barrier is then nearly the whole gap, whichever metal is used. This is pinning.

How the states divide between the metal and surface defects is not settled for real germanium contacts. The model here takes most of them to be metal-induced gap states (MIGS), the tails of metal wavefunctions that decay into the semiconductor gap. An oxide moves the metal away and weakens the tails. Defects belonging to the germanium surface are taken to stay where they are. So a benefit and a cost must be compared: a lower barrier, limited by the defects, against added tunnelling.

**Q:** The oxide attenuates both the metal tails and my conduction electrons. Why should one suffer more than the other?

**A:** They have different energies. I use atomic units in the algebra. Let \(G\) be the oxide gap and \(m\) the mass at its conduction edge \(E_c\). A two-band model couples the conduction and valence edges by a term \(vp\):

\[
H=\begin{pmatrix}E_c&vp\\ vp&E_c-G\end{pmatrix},\qquad
(E-E_c)(E-E_c+G)=v^2p^2 .
\]

Just above the conduction edge the second factor is about \(G\), so \(E-E_c\simeq v^2p^2/G\). Setting this equal to \(p^2/2m\) gives \(v^2=G/2m\).

Inside the gap, write \(E=E_c-y\) and \(p=i\kappa\). The equation becomes \(-y(G-y)=-v^2\kappa^2\), and therefore

\[
\kappa(y)^2=2m\,y\left(1-\frac yG\right).
\]

Let the oxide conduction edge lie \(\Delta\) above that of germanium. An electron at the germanium edge has \(y=\Delta\). A gap state at depth \(x\) below that edge has \(y=\Delta+x\). Both probabilities fall as \(e^{-2\kappa d}\) through a thickness \(d\), apart from prefactors. The tunnelling exponent paid per unit of MIGS exponent is

\[
r=\frac{\kappa(\Delta)}{\kappa(\Delta+x)},\qquad
r^2=\frac{\Delta(G-\Delta)}{(\Delta+x)(G-\Delta-x)} .
\]

As \(\Delta\to0\) at fixed \(x>0\), \(r\to0\): the conduction electron meets almost no decay, while the gap state still does.

**Q:** Is the gap state always attenuated faster?

**A:** No. Subtract the numerator of \(r^2\) from its denominator:

\[
(\Delta+x)(G-\Delta-x)-\Delta(G-\Delta)=x(G-2\Delta-x).
\]

Thus \(r<1\) requires \(2\Delta+x<G\). Decay is fastest at the middle of the oxide gap, and the order reverses once the point halfway between the two energies lies below that middle.

Take \(G=3.2\) eV, \(m=0.5\) electron masses and \(x=0.4\) eV. For two offsets,

\[
r(0.1)=\sqrt{\frac{0.1\times3.1}{0.5\times2.7}}=0.48,\qquad
r(1.2)=\sqrt{\frac{1.2\times2.0}{1.6\times1.6}}=0.97 .
\]

At \(\Delta=1.5\) eV the ratio is 1.02.

The small offset does not make MIGS disappear faster. In these units \(2\kappa(\Delta+x)\) is 0.47 per angstrom for the 0.1 eV offset and 0.65 for the 1.2 eV offset. The tunnelling rates \(2\kappa(\Delta)\) differ much more: 0.23 and 0.63 per angstrom. The advantage is in the exchange, not in the suppression by itself.

**Q:** How do you turn fewer states into a lower barrier, with the defects left in?

**A:** By counting their charge. Let \(\phi\) be the electron barrier, the height of the germanium conduction edge above the Fermi level at the interface. Let \(\phi_0\) be the depth of the neutrality level below the same edge. Without interface charge the barrier would be \(\phi_{SM}=W-\chi\), where \(W\) is the effective metal work function, taken to be the same with and without the oxide, and \(\chi\) is the germanium affinity. I take \(\phi_{SM}<\phi_0\).

For the interface density per area and energy I use

\[
D(x,d)=D_d+D_M e^{-2\kappa(\Delta+x)d}.
\]

Here \(D_M\) is the bare MIGS density and \(D_d\) the defect density. Both are independent of energy in the bare contact, and \(D_d\) is also independent of thickness.

When \(\phi<\phi_0\), the Fermi level lies above the neutrality level. The states between them hold extra electrons, whose number per area is

\[
N=\int_\phi^{\phi_0}D(x,d)\,dx .
\]

By Gauss's law the displacement between this sheet and the metal has size \(4\pi N\). In an oxide of permittivity \(\varepsilon\) it produces an energy step \(4\pi Nd/\varepsilon\). Even the bare contact has a charge separation, represented by a vacuum-equivalent length \(\delta\). Together they give \(4\pi tN\), with \(t=\delta+d/\varepsilon\).

The vacuum level beside germanium is \(\phi+\chi\) above the Fermi level; beside the metal it is \(W\) above it. Their difference is \(\phi+\chi-W=\phi-\phi_{SM}\). Negative charge raises electron energy on the germanium side, so the sign is positive:

\[
\phi-\phi_{SM}=4\pi t\int_\phi^{\phi_0}D(x,d)\,dx .
\]

The left side rises with \(\phi\) and the right side falls, so there is one solution between \(\phi_{SM}\) and \(\phi_0\).

**Q:** Where is the usual pinning factor in this?

**A:** It is the response of \(\phi\) to a change of metal. Differentiate with respect to \(\phi_{SM}\). The lower limit of the integral contributes \(-D(\phi,d)\,d\phi/d\phi_{SM}\), so

\[
\frac{d\phi}{d\phi_{SM}}-1=-4\pi tD(\phi,d)\frac{d\phi}{d\phi_{SM}},
\qquad
S\equiv\frac{d\phi}{d\phi_{SM}}=\frac1{1+4\pi tD(\phi,d)} .
\]

\(S=1\) means no pinning and \(S=0\) complete pinning.

For numbers I choose \(\phi_0=0.60\) eV in a 0.66 eV gap, \(\phi_{SM}=0.20\) eV, \(\delta=1.0\) angstrom and \(D_M=0.10\) per eV per square angstrom. These are round model values, not measurements. In these units \(4\pi\) becomes 181 eV angstrom. Without defects the bare contact has \(4\pi\delta D_M=18.1\), hence \(S=1/19.1=0.052\). Since \(D\) is constant in energy here,

\[
\phi(0)=0.20+0.40\times\frac{18.1}{19.1}=0.579\ \text{eV}.
\]

**Q:** If I keep thickening the oxide, do I eventually unpin the contact?

**A:** Not with defects present. Differentiate the charge balance with respect to \(d\), using \(dt/dd=1/\varepsilon\):

\[
\frac{d\phi}{dd}=4\pi\left[\frac N\varepsilon
-tD(\phi,d)\frac{d\phi}{dd}
-t\int_\phi^{\phi_0}2\kappa D_Me^{-2\kappa d}dx\right],
\]

where \(\kappa=\kappa(\Delta+x)\). Collecting the derivative on the left and using \(S\) gives

\[
\frac{d\phi}{dd}=4\pi S\left[\frac N\varepsilon
-t\int_\phi^{\phi_0}2\kappa D_Me^{-2\kappa d}dx\right].
\]

The negative term is the removal of MIGS. The positive term is electrostatic leverage: the same charge, farther from the metal, produces a larger energy step.

In a thick film the MIGS are gone and only \(D_d\) remains. The balance is then linear:

\[
\phi\simeq\phi_{SM}+\frac{4\pi tD_d}{1+4\pi tD_d}(\phi_0-\phi_{SM}).
\]

For \(D_d>0\), growing \(t\) drives \(\phi\) back towards \(\phi_0\). For \(D_d=0\), the exponential decay beats the linear growth of \(t\), and \(\phi\to\phi_{SM}\). A high permittivity helps because it slows the growth of \(t\).

For \(\varepsilon=20\), \(\Delta=0.1\) eV and \(D_d=0.001\) per eV per square angstrom, numerical solution of the full balance gives a lowest barrier of 0.30 eV near 15 angstrom. At 40 angstrom it has risen to 0.34 eV.

**Q:** I measure resistance, not barrier height. What is the fair comparison?

**A:** Assume low doping, so that electrons reach the interface thermally. Assume also that the interface states stay in equilibrium with the metal, so that the small applied voltage \(V\) falls mainly across the germanium depletion region. The electron supply at the interface is proportional to \(e^{-\phi/kT}\), and I take the fraction that passes the oxide to be \(e^{-2\kappa(\Delta)d}\), the estimate for electrons at the band edge. Call the resulting equilibrium current density in each direction \(J_0\). With unit electron charge, the net current is

\[
J=J_0(e^{V/kT}-1)\simeq J_0V/kT,\qquad R=\frac{kT}{J_0}.
\]

At fixed temperature, and with the transmission prefactor set to one,

\[
\ln R=\text{constant}+\frac{\phi(d)}{kT}+2\kappa(\Delta)d .
\]

The logarithm of the factor by which resistance falls is the net gain

\[
g(d)=\frac{\phi(0)-\phi(d)}{kT}-2\kappa(\Delta)d .
\]

The oxide helps when \(g>0\). An optimum at nonzero thickness has \(dg/dd=0\), or

\[
-\frac{d\phi}{dd}=2kT\kappa(\Delta).
\]

At 300 K, \(kT=0.02585\) eV. With this band-edge exponent, the next angstrom must lower the barrier by 5.8 meV for the small offset, but by 16 meV for the large one. Because \(d\phi/dd\) must still be negative, this optimum comes before the barrier minimum. In the limit \(\Delta\to0\) the two conditions coincide; defect leverage then limits the thickness even though the tunnelling exponent has vanished.

**Q:** Show me the balance with real defects, and change only the offset.

**A:** I keep the gap, mass and permittivity equal and minimize \(\ln R\) numerically, solving the charge balance at every thickness. For \(D_d=0.001\) per eV per square angstrom the bare barrier is 0.579 eV.

With \(\Delta=0.1\) eV the best thickness is 12.1 angstrom and the barrier there is 0.309 eV:

\[
g=\frac{0.5792-0.3092}{0.02585}-2.72\simeq7.7 .
\]

With \(\Delta=1.2\) eV the best thickness is 8.0 angstrom and the barrier is 0.314 eV:

\[
g=\frac{0.5792-0.3138}{0.02585}-5.01\simeq5.3 .
\]

The barriers are almost the same. The difference comes mainly from the tunnelling exponents, 2.7 against 5.0. Resistance falls by about 2300 times in the first case and 190 times in the second. These factors belong to the chosen parameters and unit prefactors; they are not predictions for a particular oxide.

The defects explain most of what remains above the unpinned barrier of 0.20 eV. In the small-offset film \(t=1+12.07/20=1.60\) angstrom and \(4\pi tD_d=0.29\). Defects alone would give \(0.20+0.40\times0.29/1.29=0.29\) eV. The rest of the 0.309 eV comes from surviving MIGS.

The optimum gains for three defect densities are:

| \(D_d\) (per eV per square angstrom) | \(g\), offset 0.1 eV | \(g\), offset 1.2 eV |
|---|---:|---:|
| 0 | 10.8 | 7.9 |
| 0.001 | 7.7 | 5.3 |
| 0.005 | 3.2 | 1.3 |

Defects reduce the benefit of both oxides. They do not remove the small-offset advantage in these cases.

**Q:** Then would a large-offset oxide work if I made it thin enough?

**A:** In this model, yes, within a range of thickness and if the defects are few enough. Thinner is not always better: at 1 angstrom, less than a real oxide layer, the large-offset gain is slightly negative for \(D_d=0.001\), because the barrier is still strongly pinned. Losing nearly half of the MIGS lowers it by only 15 meV, while the tunnelling cost is equivalent to 16 meV. The margin is only about 1 meV, and its sign depends on the unit prefactor: with the lattice transmission used below, the same gain is about \(+0.5\). At 5 angstrom and the same \(D_d\), the gains are 3.3 for the small offset and 3.4 for the large. The large-offset oxide removes MIGS faster, which compensates for its tunnelling cost. At 10 angstrom the gains are 7.4 and 4.7. At 20 angstrom they are 6.0 and \(-2.0\): the large-offset film now makes the contact worse, while the small-offset film still helps. The small offset therefore also gives more freedom in thickness.

**Q:** How defective may my interface be before a 15 angstrom film stops helping?

**A:** Set \(g=0\). The barrier must have fallen to \(\phi_*=\phi(0)-2kT\kappa(\Delta)d\). If residual MIGS are neglected, the charge balance is \(\phi_*-\phi_{SM}=4\pi tD_d(\phi_0-\phi_*)\), and

\[
D_d\simeq\frac{\phi_*-\phi_{SM}}{4\pi t(\phi_0-\phi_*)} .
\]

Here \(t=1.75\) angstrom, and \(\phi(0)\) is about 0.58 eV. For the small offset the tunnelling exponent is 3.38, equivalent to 0.087 eV, so \(\phi_*=0.493\) eV:

\[
D_d\simeq\frac{0.293}{181\times1.75\times0.107}=0.0086 .
\]

For the large offset the exponent is 9.41, equivalent to 0.243 eV, so \(\phi_*=0.337\) eV and the same formula gives 0.0016. Root finding with the MIGS retained gives the same values at this precision. They correspond to \(8.6\times10^{13}\) and \(1.6\times10^{13}\) per eV per square centimetre. The small-offset film tolerates about five times as many defects.

I have put the same defects in the bare reference contact. The oxide gets no credit for passivating them. If deposition creates new defects, the barriers \(\phi(0)\) and \(\phi(d)\) must be computed with different values of \(D_d\), and the new defects use up part of the tolerance.

**Q:** How much do the simple exponentials and the flat oxide barrier distort this?

**A:** A one-dimensional lattice gives an estimate of what the simple exponentials leave out: the prefactors and the thermal spread of electron energies. I joined a uniform metal chain to oxide and germanium chains with alternating site energies at their band edges. The sites were 0.5 angstrom apart, the metal level was 2 eV below the germanium conduction edge, and one hopping energy, \(v\) divided by twice the spacing, was used throughout. The lattice Green's function gave the transmission, which I averaged with weight \(e^{-E/kT}\) over energies \(E\) above the germanium edge.

Relative to the bare contact, a 15 angstrom film reduces transmission by 2.1 natural-log units for the small offset and 8.1 for the large. The simple exponents were 3.4 and 9.4. For this metal chain and this thickness they overstate the cost by similar amounts, so the comparison between offsets changes little. The absolute numbers do move: with these losses the break-even defect densities at 15 angstrom rise to about 0.014 and 0.0023 per eV per square angstrom. Another metal can have different prefactors. In a thick enough film the small-offset exponent overstates the cost by more than this: it keeps growing with thickness, while electrons with thermal energy above 0.1 eV pass over the oxide edge.

The oxide is also tilted by the energy step \((\phi-\phi_{SM})(d/\varepsilon)/t\), which lowers its edge towards the metal. Averaging \(\kappa\) over the tilted edge, and solving again for the charge, changes the gains for \(D_d=0.001\) at the two thicknesses found above from 7.7 and 5.3 to 8.0 and 5.3.

Positive depletion charge lowers the barrier slightly. Its number per area is \(\sqrt{2\varepsilon_sN_DU/4\pi}\) for donor density \(N_D\), germanium permittivity \(\varepsilon_s\) and band bending \(U\). With \(N_D=10^{-8}\) per cubic angstrom, \(\varepsilon_s=16\) and \(U\le\phi_0\), multiplying by \(4\pi t\) bounds the donor contribution to the shift at 15 angstrom by about 0.01 eV. Holes add to the positive charge if the barrier comes close to \(\phi_0\).

**Q:** When should I not use this argument?

**A:** At high doping, electrons tunnel through the germanium barrier itself, and \(e^{-\phi/kT}\) no longer controls the supply. At low doping the argument needs a depletion region, so \(\phi\) must exceed the bulk distance from the Fermi level to the conduction edge by several \(kT\). For \(10^{16}\) donors per cubic centimetre that distance is about 0.18 eV. The defect-free optima in the table, with barriers of 0.22 and 0.23 eV, lie less than \(2kT\) above it. They do not meet this condition, and their gains should not be read as estimates of resistance at this doping. Image lowering, oxide traps and fixed charge are left out, and any of them may matter in a particular film.

The one-dimensional argument also ignores momentum along the interface. The lowest conduction valleys of germanium lie at the L points of its Brillouin zone. On a (001) face each has a transverse momentum \(q=\sqrt2\,\pi/a=0.79\) per angstrom, where \(a=5.66\) angstrom is the lattice constant. Suppose this momentum is conserved and the oxide band edge lies at zero transverse momentum. In the isotropic two-band model \(\kappa\) is then replaced by \(\sqrt{\kappa^2+q^2}\), and the tunnelling rates for the two offsets become about 1.6 and 1.7 per angstrom. Both films cost far more per angstrom, and the small offset has almost no advantage in tunnelling. If the MIGS keep their former decay, neither film then helps for \(D_d=0.001\). If the MIGS carry the same transverse momentum, they also decay faster; the best films are then only about 3 angstrom thick, with nearly equal gains just under 6. The estimates above therefore need an interface or oxide disordered enough to change the transverse momentum, or bands that match in it.

Within the model, what you should ask of an oxide is whether its barrier reduction, with your defects included, is worth more than its tunnelling exponent. Between oxides of equal gap and mass, a small electron offset makes that exchange cheaper, but it cannot remove the pinning caused by defects.
